# Rashba bands: ring minimum, spin texture, Fermi contours and density of states: verification in Python

```python
"""Rashba electron gas in the xy plane:
    H(k) = hbar^2 k^2/(2m) + alpha (sigma_x k_y - sigma_y k_x).
Result under test, with k0 = m alpha/hbar^2 and E_R = hbar^2 k0^2/(2m):
  bands E_s = hbar^2 k^2/(2m) + s alpha k (s = +1 upper, -1 lower);
  lower band minimal (-E_R) on the ring k = k0; spin tangential to circles;
  Fermi radii differ by 2 k0 for E > 0 and add up to 2 k0 for -E_R < E < 0;
  density of states m/(pi hbar^2) for E > 0, and that value times
  sqrt(E_R/(E+E_R)) for -E_R < E < 0.
Units: energy meV, length nm. Energy zero: the band crossing at k = 0.
"""
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize

SX = np.array([[0, 1], [1, 0]], dtype=complex)
SY = np.array([[0, -1j], [1j, 0]])
SZ = np.diag([1.0, -1.0]).astype(complex)

mass_ratio = 0.2        # effective mass / electron mass
alpha = 100.0           # Rashba parameter, meV nm
meV = 1e-3 * const.e    # joule
hb2_m = const.hbar**2 / (mass_ratio * const.m_e) / meV * 1e18  # meV nm^2

# Derived formulas
k0 = alpha / hb2_m
E_R = hb2_m * k0**2 / 2
g_flat = 1 / (np.pi * hb2_m)


def q_formula(E):
    return np.sqrt(2 * (E + E_R) / hb2_m)


def dos_formula(E):
    return g_flat * (np.sqrt(E_R / (E + E_R)) if E < 0 else 1.0)


def density_formula(E):
    if E < 0:
        return k0 * q_formula(E) / np.pi
    return k0**2 / np.pi + g_flat * E


# Direct numerical treatment of the matrix
def hamiltonian(kx, ky, a=alpha):
    kx = np.asarray(kx, dtype=float)[..., None, None]
    ky = np.asarray(ky, dtype=float)[..., None, None]
    return hb2_m * (kx**2 + ky**2) / 2 * np.eye(2) + a * (ky * SX - kx * SY)


def levels(kx, ky, a=alpha):
    return np.linalg.eigvalsh(hamiltonian(kx, ky, a))


def spin(k, theta, band, a=alpha):
    """Radial, tangential (counterclockwise) and z parts of <sigma>."""
    c, s = np.cos(theta), np.sin(theta)
    v = np.linalg.eigh(hamiltonian(k * c, k * s, a))[1][:, band]
    mean = [np.vdot(v, M @ v).real for M in (SX, SY, SZ)]
    return np.array([c * mean[0] + s * mean[1],
                     -s * mean[0] + c * mean[1], mean[2]])


RAY = 0.7  # direction (radians) along which contours are searched


def ray_level(k, band):
    return levels(k * np.cos(RAY), k * np.sin(RAY))[..., band]


def contours(E):
    """Sorted list of (radius, band, sign of radial slope) at energy E."""
    grid = np.linspace(1e-6, 2.0, 2001)
    found = []
    for band in (0, 1):
        f = ray_level(grid, band) - E
        for i in np.where(f[:-1] * f[1:] < 0)[0]:
            r = brentq(lambda k: ray_level(k, band) - E,
                       grid[i], grid[i + 1], xtol=1e-14)
            found.append((r, band, np.sign(f[i + 1] - f[i])))
    return sorted(found)


def density_numeric(E):
    """Occupied k area of both bands divided by (2 pi)^2."""
    return sum(sign * np.pi * r**2 for r, _, sign in contours(E)) / (4 * np.pi**2)


# Symbolic test: differential operator acting on the spinor plane waves
x, y, th = sp.symbols("x y theta", real=True)
k, A, a = sp.symbols("k A a", positive=True)   # A = hbar^2/m, a = alpha
wave = sp.exp(sp.I * k * (x * sp.cos(th) + y * sp.sin(th)))
for s in (1, -1):
    psi = sp.Matrix([wave, -sp.I * s * sp.exp(sp.I * th) * wave])
    sx = sp.Matrix([[0, 1], [1, 0]])
    sy = sp.Matrix([[0, -sp.I], [sp.I, 0]])
    H_psi = (-A / 2 * (psi.diff(x, 2) + psi.diff(y, 2))
             + a * (sx * (-sp.I * psi.diff(y)) - sy * (-sp.I * psi.diff(x))))
    residual = H_psi - (A * k**2 / 2 + s * a * k) * psi
    # The residual is a constant spinor times the wave: the origin suffices.
    for entry in residual.subs({x: 0, y: 0}):
        assert sp.simplify(sp.expand(entry.rewrite(sp.exp))) == 0

# Bands and spin directions at random wave vectors, both signs of alpha
rng = np.random.default_rng(1)
for _ in range(40):
    kk, angle = rng.uniform(0.02, 1.0), rng.uniform(0, 2 * np.pi)
    for a_test in (alpha, -alpha):
        e = levels(kk * np.cos(angle), kk * np.sin(angle), a_test)
        expected = hb2_m * kk**2 / 2 + abs(a_test) * kk * np.array([-1, 1])
        assert np.allclose(e, expected, atol=1e-9)
        for band, sense in ((0, 1), (1, -1)):
            target = [0, sense * np.sign(a_test), 0]
            assert np.allclose(spin(kk, angle, band, a_test), target, atol=1e-9)

print("INPUT")
print(f"effective mass = {mass_ratio:.2f} electron masses")
print(f"alpha = {alpha:.1f} meV nm")
print(f"hbar^2/m = {hb2_m:.3f} meV nm^2")
print("RING")
bohr_nm = const.physical_constants["Bohr radius"][0] * 1e9
hartree_meV = const.physical_constants["Hartree energy"][0] / meV
print(f"k0 = {k0:.5f} nm^-1 = {k0 * bohr_nm:.6f} bohr^-1")
print(f"E_R = {E_R:.4f} meV = {E_R / hartree_meV:.4e} hartree")

# Ring minimum from unconstrained minimization in the plane
for start in ([0.5, 0.1], [-0.1, 0.4], [-0.3, -0.5]):
    res = minimize(lambda p: levels(p[0], p[1])[0], start, method="Nelder-Mead",
                   options={"xatol": 1e-9, "fatol": 1e-12, "maxiter": 2000})
    radius = np.hypot(*res.x)
    assert abs(radius - k0) < 1e-5 and abs(res.fun + E_R) < 1e-7
    print(f"minimum found: angle {np.degrees(np.arctan2(res.x[1], res.x[0])):.1f} deg,"
          f" radius {radius:.5f} nm^-1, energy {res.fun:.4f} meV")
split = np.diff(levels(k0, 0.0))[0]
assert abs(split - 4 * E_R) < 1e-9
print(f"band splitting at k0 = {split:.4f} meV")

# Contours, spins, velocities, densities and density of states
to_km_s = meV * 1e-9 / const.hbar / 1e3   # slope in meV nm -> speed in km/s
for E in (-10.0, 20.0):
    q = q_formula(E)
    found = contours(E)
    assert len(found) == 2
    (r_in, b_in, _), (r_out, b_out, _) = found
    assert abs(r_in - abs(q - k0)) < 1e-9 and abs(r_out - (q + k0)) < 1e-9
    if E > 0:
        assert (b_in, b_out) == (1, 0) and abs(r_out - r_in - 2 * k0) < 1e-9
    else:
        assert (b_in, b_out) == (0, 0) and abs(r_out + r_in - 2 * k0) < 1e-9
    print(f"FERMI ENERGY {E:+.1f} meV")
    print(f"q = {q:.5f} nm^-1")
    senses = []
    for name, (r, band, sign) in zip(("inner", "outer"), found):
        h = 1e-5
        slope = (ray_level(r + h, band) - ray_level(r - h, band)) / (2 * h)
        assert abs(slope - sign * hb2_m * q) < 1e-5 * hb2_m * q
        senses.append(spin(r, RAY, band)[1])
        print(f"{name} contour: {('lower', 'upper')[band]} band,"
              f" radius {r:.5f} nm^-1")
        print(f"  tangential <sigma> {senses[-1]:+.3f},"
              f" radial velocity {slope * to_km_s:+.2f} km/s")
    assert abs(senses[0] * senses[1] + np.sign(E)) < 1e-9
    print(f"radius difference {r_out - r_in:.5f}, sum {r_out + r_in:.5f} nm^-1")
    n_num = density_numeric(E)
    assert abs(n_num / density_formula(E) - 1) < 1e-8
    dE = 0.01
    g_num = (density_numeric(E + dE) - density_numeric(E - dE)) / (2 * dE)
    assert abs(g_num / dos_formula(E) - 1) < 1e-4
    print(f"electron density = {n_num:.5f} nm^-2")
    print(f"density of states = {g_num:.4e} meV^-1 nm^-2")

# Radius difference at further energies: constant above the crossing only
for E in (2.0, 8.0, 50.0):
    c = contours(E)
    assert abs(c[1][0] - c[0][0] - 2 * k0) < 1e-9
gaps = [contours(E)[1][0] - contours(E)[0][0] for E in (-12.0, -3.0)]
assert gaps[1] > 1.5 * gaps[0]
print("CROSSING")
print(f"radius differences at -12 and -3 meV: {gaps[0]:.5f}, {gaps[1]:.5f} nm^-1")
print(f"density filled to the crossing = {density_formula(0.0):.5f} nm^-2")
print(f"constant density of states = {g_flat:.4e} meV^-1 nm^-2")

# State count on a square k grid, compared with the integrated formula
half, points = 2.7 * k0, 800
step = 2 * half / points
axis = -half + step * (np.arange(points) + 0.5)
KX, KY = np.meshgrid(axis, axis)
all_levels = levels(KX, KY).ravel()
edges = E_R * np.array([-1.0, -0.9, -0.5, 0.0, 0.75, 1.5])
cumulative = np.array([0] + [np.count_nonzero(all_levels < e) for e in edges[1:]])
print("MEAN DENSITY OF STATES IN ENERGY BINS (meV^-1 nm^-2)")
for i in range(len(edges) - 1):
    lo, hi = edges[i], edges[i + 1]
    counted = (cumulative[i + 1] - cumulative[i]) * step**2 / (4 * np.pi**2)
    counted /= hi - lo
    formula = quad(dos_formula, lo, hi)[0] / (hi - lo)
    # A finite grid miscounts cells cut by the contours: well below one percent.
    assert abs(counted / formula - 1) < 0.01
    print(f"{lo:+.3f} to {hi:+.3f} meV: counted {counted:.4e}, formula {formula:.4e}")

print("ALL CHECKS PASSED")
```

Output:

```
INPUT
effective mass = 0.20 electron masses
alpha = 100.0 meV nm
hbar^2/m = 380.998 meV nm^2
RING
k0 = 0.26247 nm^-1 = 0.013889 bohr^-1
E_R = 13.1234 meV = 4.8228e-04 hartree
minimum found: angle 24.3 deg, radius 0.26247 nm^-1, energy -13.1234 meV
minimum found: angle 115.2 deg, radius 0.26247 nm^-1, energy -13.1234 meV
minimum found: angle 169.8 deg, radius 0.26247 nm^-1, energy -13.1234 meV
band splitting at k0 = 52.4937 meV
FERMI ENERGY -10.0 meV
q = 0.12805 nm^-1
inner contour: lower band, radius 0.13442 nm^-1
  tangential <sigma> +1.000, radial velocity -74.12 km/s
outer contour: lower band, radius 0.39052 nm^-1
  tangential <sigma> +1.000, radial velocity +74.12 km/s
radius difference 0.25609, sum 0.52494 nm^-1
electron density = 0.01070 nm^-2
density of states = 1.7125e-03 meV^-1 nm^-2
FERMI ENERGY +20.0 meV
q = 0.41699 nm^-1
inner contour: upper band, radius 0.15452 nm^-1
  tangential <sigma> -1.000, radial velocity +241.37 km/s
outer contour: lower band, radius 0.67945 nm^-1
  tangential <sigma> +1.000, radial velocity +241.37 km/s
radius difference 0.52494, sum 0.83397 nm^-1
electron density = 0.03864 nm^-2
density of states = 8.3546e-04 meV^-1 nm^-2
CROSSING
radius differences at -12 and -3 meV: 0.15359, 0.46105 nm^-1
density filled to the crossing = 0.02193 nm^-2
constant density of states = 8.3546e-04 meV^-1 nm^-2
MEAN DENSITY OF STATES IN ENERGY BINS (meV^-1 nm^-2)
-13.123 to -11.811 meV: counted 5.2858e-03, formula 5.2839e-03
-11.811 to -6.562 meV: counted 1.6326e-03, formula 1.6328e-03
-6.562 to +0.000 meV: counted 9.7806e-04, formula 9.7881e-04
+0.000 to +9.843 meV: counted 8.3579e-04, formula 8.3546e-04
+9.843 to +19.685 meV: counted 8.3512e-04, formula 8.3546e-04
ALL CHECKS PASSED
```
